\section*{Why linear decoupling of an r^(-12) core diverges, and the remedies}

\section{Where to put the coupling points}

The free energy of inserting a solute into a liquid can be computed in two legs. One leg turns a classical reference potential into the first-principles energy surface. The other switches the reference interaction between solute and solvent on from zero. For the second leg one must decide at which coupling strengths to run simulations, and along which path. If the reference has an $r^{-12}$ core and is simply multiplied by $\lambda$, five well-placed Gauss--Legendre points can miss more than half of the answer. In the model below they give $156\,\mu E_{\rm h}$ where the true value is $417\,\mu E_{\rm h}$. Longer simulations at the same points would not help, because the fault lies in the shape of the integrand.

Let the solute sit at the origin, and let the potential energy be
\begin{equation}
U(\lambda)=U_0+\lambda S,\qquad S=\sum_i u(r_i),
\end{equation}
where $U_0$ is the energy of the solvent alone and $r_i$ is the distance of solvent particle $i$ from the solute. The nuclei are classical, $\beta=1/kT$, and $F=-kT\ln Q$ with $Q(\lambda)=\int e^{-\beta U(\lambda)}$ over all solvent positions. Differentiation gives
\begin{equation}
\frac{dF}{d\lambda}=-\frac{kT}{Q}\int(-\beta S)\,e^{-\beta U(\lambda)}=\langle S\rangle_\lambda .
\label{ti}
\end{equation}
Thermodynamic integration adds up this mean from $\lambda=0$ to $1$. The question is how it behaves as $\lambda\to0$.

\section{A solvent that can be solved}

Take $N$ solvent particles in a volume $V$ that do not interact with each other. The configuration integral then factorizes:
\begin{equation}
\frac{Q(\lambda)}{Q(0)}=\left[\frac1V\int e^{-\beta\lambda u}\,d^3r\right]^N
=\left[1-\frac{I(\lambda)}{V}\right]^N,\qquad
I(\lambda)=\int\left(1-e^{-\beta\lambda u}\right)d^3r .
\end{equation}
For $N,V\to\infty$ at fixed density $\rho=N/V$ the right side tends to $e^{-\rho I}$. Hence
\begin{equation}
F(\lambda)-F(0)=kT\rho\, I(\lambda),\qquad
\frac{dF}{d\lambda}=\rho\int u\,e^{-\beta\lambda u}\,d^3r .
\label{ideal}
\end{equation}
The work of coupling is the ideal pressure $kT\rho$ times an effective excluded volume $I$.

Now let $u=A r^{-12}$ and write $c=\beta A\lambda$. One integral serves throughout. With $t=c\,r^{-12}$ we have $r=(c/t)^{1/12}$ and $dr=-\tfrac1{12}c^{1/12}t^{-13/12}dt$. The minus sign is absorbed by reversing the limits, so for $p>3$
\begin{align}
J_p&=\int_0^\infty r^{2-p}e^{-c\,r^{-12}}dr
=\frac1{12}\,c^{(3-p)/12}\int_0^\infty t^{(p-3)/12-1}e^{-t}dt\nonumber\\
&=\frac1{12}\,c^{-(p-3)/12}\,\Gamma\!\left(\frac{p-3}{12}\right).
\label{J}
\end{align}
The mean in \eqref{ideal} is $4\pi\rho A J_{12}$. Since $A(\beta A)^{-3/4}=kT(\beta A)^{1/4}$,
\begin{equation}
\frac{dF}{d\lambda}=\frac{\pi}{3}\,\Gamma\!\left(\tfrac34\right)\rho\,kT(\beta A)^{1/4}\,\lambda^{-3/4}.
\label{law}
\end{equation}
The exponent is larger than $-1$, so the divergence is integrable. Integration from $0$ multiplies by $4\lambda$:
\begin{equation}
F(\lambda)-F(0)=C\lambda^{1/4},\qquad
C=\frac{4\pi}{3}\,\Gamma\!\left(\tfrac34\right)\rho\,kT(\beta A)^{1/4}.
\label{C}
\end{equation}

The physical reason is visible in the length $b=(\beta A\lambda)^{1/12}$, at which $\lambda u=kT$. Inside $b$ solvent is expelled; well outside it hardly notices the solute. The excluded volume is proportional to $b^3\propto\lambda^{1/4}$. Since $b$ shrinks only as $\lambda^{1/12}$, even a minute $\lambda$ opens a cavity of appreciable size, and the volume, rising as $\lambda^{1/4}$, grows at an infinite rate at $\lambda=0$.

The dimension enters through the volume element. For a core $r^{-n}$ in $d$ dimensions the excluded region has radius $\propto\lambda^{1/n}$ and volume $\propto\lambda^{d/n}$, so for $n>d$ the integrand behaves as $\lambda^{d/n-1}$. For $n<d$ the contribution of the core to the mean at $\lambda=0$, $\int_0 r^{d-1-n}dr$, converges, so the core produces no divergence as $\lambda\to0$. A repulsive $1/r$ core in three dimensions is of this kind; an attractive one makes $Q$ diverge at short range for every $\lambda>0$ unless another core keeps the particles apart. For a single species of ideal particles such a slowly decaying power makes the integral diverge at large $r$ instead, so the tail must be cut off or the cell kept finite. For neutral solvent molecules the Coulomb tails cancel and this divergence does not arise.

\section{What a real liquid changes}

With interacting solvent particles, write the solvent density around the solute as $\rho_\lambda(r)=e^{-\beta\lambda u(r)}y_\lambda(r)$. The first factor is the direct effect of the solute on a particle at $r$; the second contains everything transmitted by the other particles. Then $\langle S\rangle_\lambda=\int u\,e^{-\beta\lambda u}\,y_\lambda\,d^3r$. As $\lambda\to0$ the cavity shrinks, its influence on the other particles disappears, and $y_\lambda$ tends to the unperturbed density. The diverging part of the integral comes from $r\approx b\to0$, where that density may be replaced by its value at the solute site, provided it is continuous there. Law \eqref{law} therefore survives at leading order, with $\rho$ read as the unperturbed density at the site. In a homogeneous liquid this is the bulk density.

A numerical check with two particles in a spherical cell, repelling each other with the pair energy $2kT\,e^{-d^2}$ at separation $d$, shows that the distinction matters. The density at the centre is $0.892$ of the cell average, and at $\lambda=10^{-24}$ (units $kT=A=1$, cell radius $2$) the computed mean agrees with the law to about one part in $10^5$ when the central density is used.

The law fails if the solvent cannot reach the site at $\lambda=0$, for instance because another core there stays switched on. The density in the prefactor is then zero.

Attraction does not alter the leading power. For the Lennard-Jones form $u=4\varepsilon(x^{-12}-x^{-6})$ with $x=r/\sigma$, set $a=4\beta\varepsilon\lambda$, which is $c$ in units of $\sigma^{12}$. In the ideal solvent
\begin{equation}
\frac{I}{\sigma^3}=4\pi\int_0^\infty x^2\left(1-e^{-a x^{-12}}\sum_{m=0}^\infty\frac{a^m x^{-6m}}{m!}\right)dx .
\end{equation}
The term $m=0$ together with the $1$ is the pure core, $\tfrac{4\pi}{3}\Gamma(\tfrac34)a^{1/4}$ by \eqref{C}. Each term $m\ge1$ is $-4\pi (a^m/m!)\,J_{6m}$ with $c\to a$, and \eqref{J} gives $J_{6m}=\tfrac1{12}a^{1/4-m/2}\,\Gamma(\tfrac m2-\tfrac14)$. Because $\Gamma(-\tfrac14)=-4\Gamma(\tfrac34)$, the same expression also covers $m=0$:
\begin{equation}
F(\lambda)-F(0)=-\frac{\pi}{3}\,kT\rho\sigma^3\sum_{m=0}^\infty\frac{\Gamma(\tfrac m2-\tfrac14)}{m!}\,a^{m/2+1/4}.
\label{series}
\end{equation}
The first correction is smaller than the leading term by a factor of order $a^{1/2}$.

\section{Numbers for the linear path}

Take round parameters: $kT=1000\,\mu E_{\rm h}$ (about $316$ K), $\varepsilon=100\,\mu E_{\rm h}$, $\sigma=6$ bohr and $\rho=0.001$ bohr$^{-3}$, so that $\rho\sigma^3=0.216$. With $A=4\varepsilon\sigma^{12}$, equation \eqref{C} reads
\begin{equation}
C=\frac{4\pi}{3}\,\Gamma\!\left(\tfrac34\right)(0.216)(1000\,\mu E_{\rm h})(0.4)^{1/4}=882\,\mu E_{\rm h}.
\end{equation}
The full series at $\lambda=1$ gives $\Delta F=417\,\mu E_{\rm h}$, or $1.095$ kJ/mol. It is less than $C$ because of the attraction.

At $\lambda=10^{-4}$ the integrand is $2.17\times10^5\,\mu E_{\rm h}$, and the leading law gives $2.20\times10^5\,\mu E_{\rm h}$. By then $F$ has already risen by $87.8\,\mu E_{\rm h}$, which is $21\%$ of $\Delta F$; at $\lambda=0.01$ the share is $64\%$. At $\lambda=1$ the integrand is negative, $-159\,\mu E_{\rm h}$, so the leading law is of no use there. Starting the integration at a small cutoff instead of zero discards $C\lambda_{\min}^{1/4}$ to leading order. Even $\lambda_{\min}=10^{-8}$ costs $2\%$ of $\Delta F$.

Gauss--Legendre quadrature avoids the endpoint but converges slowly. With $M$ points, the nodes and weights nearest $\lambda=0$ scale as $M^{-2}$. Their contribution to the sum for $\lambda^{-3/4}$, and with it the error, then scales as $M^{-2}(M^{-2})^{-3/4}=M^{-1/2}$. Four times as many simulations halve the error. The computed errors are $-212$, $-110$ and $-55\,\mu E_{\rm h}$ for $8$, $32$ and $128$ points; the last is still $13\%$ of $\Delta F$.

\section{The noise diverges faster than the mean}

Differentiating \eqref{ti} once more, with $\lambda$ appearing both in the Boltzmann factor and in $Q$, gives
\begin{equation}
\frac{d^2F}{d\lambda^2}=-\beta\left(\langle S^2\rangle_\lambda-\langle S\rangle_\lambda^2\right).
\end{equation}
In the ideal solvent the left side follows from \eqref{ideal} as $-\beta\rho\int u^2e^{-\beta\lambda u}d^3r$. Comparing the two, and using $J_{24}$ for the core,
\begin{equation}
\mathrm{Var}_\lambda(S)=\rho\int u^2e^{-\beta\lambda u}\,d^3r\;\to\;
\frac{\pi}{3}\,\Gamma\!\left(\tfrac74\right)\rho A^2(\beta A\lambda)^{-7/4}.
\label{var}
\end{equation}
Rare close particles cause this. At $\lambda=10^{-8}$ the core reach is $b=1.20$ bohr. On average only $0.049$ particles lie within $2b$, yet they supply $99.8\%$ of the mean. Most snapshots contain no such particle and say almost nothing about the integrand.

\section{Changing the variable}

Put $\lambda=s^k$. The endpoints and $\Delta F$ are unchanged, while the quantity to average becomes $\partial U/\partial s=k s^{k-1}S$. From \eqref{law}, which is $\tfrac C4\lambda^{-3/4}$, and from \eqref{var},
\begin{align}
\left\langle\frac{\partial U}{\partial s}\right\rangle&\to k s^{k-1}\,\frac C4\,s^{-3k/4}=\frac{kC}{4}\,s^{k/4-1},\\
\mathrm{Var}\!\left(\frac{\partial U}{\partial s}\right)&\propto s^{2k-2}\,s^{-7k/4}=s^{k/4-2}.
\end{align}
The mean is bounded for $k\ge4$. The variance is bounded only for $k\ge8$. If independent samples are spread evenly over $s$, the squared statistical error is governed by the integral of the variance over $s$, which converges for $k>4$. With that allocation $k=4$ is marginal: the variance goes as $s^{-1}$, so its integral diverges, though only logarithmically, and the penalty depends on how close to $s=0$ the nodes come. The threshold depends on the allocation. For runs of equal length at $M$ Gauss--Legendre nodes, whose weights $w_j$ are close to $(\pi/M)\sqrt{s(1-s)}$, the squared error for $N$ samples in total is $(M/N)\sum_j w_j^2\,\mathrm{Var}_j\to(\pi/N)\int_0^1\sqrt{s(1-s)}\,\mathrm{Var}\,ds$, which converges for $k>2$. In the model, $\sqrt N$ times the error is then $3150$ and $3510\,\mu E_{\rm h}$ for $k=4$ with $5$ and $320$ nodes, against $3320$ and $3490\,\mu E_{\rm h}$ for $k=8$. Such estimates are meaningful only if every run is long enough to visit the core many times.

For $k=4$ the standard deviation grows from $5.1\times10^3$ to $5.1\times10^4\,\mu E_{\rm h}$ between $s=0.1$ and $s=0.001$, as $s^{-1/2}$ requires. For $k=8$ it stays at $3253\,\mu E_{\rm h}$ over the same range, and at larger $s$ it falls slowly, to about $2700\,\mu E_{\rm h}$ at $s=1$.

The case $k=4$ also has a trap at the endpoint. The mean tends to $C$ as $s\to0$, but a simulation run at $s=0$ returns $4s^3S=0$ for every configuration without a particle precisely at the origin. Near the endpoint, a particle is found in the core with probability of order $b^3\propto s$ and contributes an amount of order $4s^3\,kT/\lambda=4kT/s$. The product stays finite while the events become ever rarer. A quadrature rule that uses the endpoint must be given the limit $C$, not the simulated zero.

The gain in quadrature follows from \eqref{series}. With $k=4$ the free energy contains the powers $s^{2m+1}$, so its derivative contains $s^{2m}$. Five Gauss--Legendre points integrate polynomials exactly up to degree $9$, and the first term missed is $m=5$, whose coefficient in $dF/ds$ is about $2\,\mu E_{\rm h}$ in magnitude, while the rule misses $\int_0^1 s^{10}ds$ by only $1.4\times10^{-6}$. The computed error is below $10^{-4}\,\mu E_{\rm h}$. With $k=8$ the derivative contains $s^{4m+1}$, the first term missed is $m=3$, and the error is $0.02\,\mu E_{\rm h}$. A real liquid has a different series, so this accuracy belongs to the model.

\section{Softening the core}

The other remedy removes the infinite height. Replace the scaled pair energy by
\begin{equation}
u_{\rm sc}=4\varepsilon\lambda\left(D^{-2}-D^{-1}\right),\qquad D=\alpha(1-\lambda)+x^6,\quad \alpha>0 .
\end{equation}
At $\lambda=1$ this is the Lennard-Jones potential and at $\lambda=0$ it vanishes, so $\Delta F$ is the same. Since $dD/d\lambda=-\alpha$, the quantity to average for each particle is
\begin{equation}
\frac{\partial u_{\rm sc}}{\partial\lambda}=4\varepsilon\left(D^{-2}-D^{-1}\right)+4\varepsilon\lambda\alpha\left(2D^{-3}-D^{-2}\right).
\end{equation}
Near $\lambda=0$ we have $D\ge\alpha(1-\lambda)$, so this is bounded even at $r=0$. A small $\lambda$ now changes the Boltzmann factor at the origin by an amount proportional to $\lambda$ and opens no cavity.

The initial slope can be found in closed form. At $\lambda=0$ the ideal solvent is uniform and $D=\alpha+x^6$. With $y=x^3$, $x^2dx=dy/3$, we need $\int_0^\infty dy/(\alpha+y^2)=\pi/(2\sqrt\alpha)$ and, from minus its derivative with respect to $\alpha$, $\int_0^\infty dy/(\alpha+y^2)^2=\pi/(4\alpha^{3/2})$. Therefore
\begin{equation}
F'(0)=\frac{16\pi}{3}\,\varepsilon\rho\sigma^3\left(\frac{\pi}{4\alpha^{3/2}}-\frac{\pi}{2\sqrt\alpha}\right)
=\frac{8\pi^2}{3}\,\frac{\varepsilon\rho\sigma^3}{\sqrt\alpha}\left(\frac1{2\alpha}-1\right).
\end{equation}
For $\alpha=0.3$ and $0.8$ this is $692$ and $-238\,\mu E_{\rm h}$. At $\alpha=0.5$ repulsion and attraction cancel and the slope is zero; $F$ then starts quadratically.

At the other end the singular core returns, and for $\lambda$ close to $1$ the derivative at the origin grows as $(1-\lambda)^{-3}$. The energy there grows as $(1-\lambda)^{-2}$, however, and the Boltzmann factor, exponentially small in that energy, suppresses the contribution. For $\alpha=0.5$ the integrand is $0$, $750$ and $170\,\mu E_{\rm h}$ at $\lambda=0$, $0.5$ and $1$: a finite hump. Five points give $423\,\mu E_{\rm h}$, an error of $1.5\%$ of $\Delta F$.

For this path $d^2F/d\lambda^2=\langle\partial_\lambda^2U\rangle-\beta\,\mathrm{Var}(\partial_\lambda U)$, and differentiating $kT\rho I$ twice gives the same first term, so $\mathrm{Var}(\partial_\lambda U)=\rho\int(\partial_\lambda u_{\rm sc})^2e^{-\beta u_{\rm sc}}d^3r$ in the ideal solvent. The noise, meaning the square root of this variance, is $403\,\mu E_{\rm h}$ at $\lambda=0.001$, against $1.7\times10^5\,\mu E_{\rm h}$ on the linear path. Its largest value on a grid over the whole path is $2719\,\mu E_{\rm h}$, so the noisiest part no longer lies at the decoupled end.

In this model, with five points and $\alpha=0.5$, the power substitution with $k=8$ gives the smaller quadrature error, and the soft core gives far less noise near decoupling. Over the whole path the gain in noise is smaller: with five runs of equal length, $\sqrt N$ times the statistical error is about $2100\,\mu E_{\rm h}$ for the soft core and $3300\,\mu E_{\rm h}$ for $k=8$. The ranking by quadrature error depends on the parameters, which here ($\beta\varepsilon=0.1$, $\rho\sigma^3=0.216$) describe a hot, dilute fluid. For the same ideal solvent at $\beta\varepsilon=1$ and $\rho\sigma^3=0.8$ the five-point errors are $49\,\mu E_{\rm h}$ for $k=8$, $-21\,\mu E_{\rm h}$ for the soft core and $0.8\,\mu E_{\rm h}$ for $k=4$. The substitution keeps the linear Hamiltonian, so no new forces are needed; the simulations are run at $\lambda=s^k$ for the chosen nodes $s$, and $\langle S\rangle$ is multiplied by $ks^{k-1}$. The soft core requires new forces and the extra term in the derivative.

\section*{Computed values}
\begin{verbatim}
kT = 1000 uHa
temperature = 315.8 K
eps = 100 uHa
sigma = 6.0 bohr
rho = 0.0010 bohr^-3
rho sigma^3 = 0.216 (no unit)
alpha = 0.5 (no unit)
total Delta F = 416.990 uHa = 1.0948 kJ/mol
amplitude of lam^(1/4) in F = 881.741 uHa
local exponent near lam=1e-8: -0.75004
lam=1e-08: dF/dlam=2.204e+08, law=2.2044e+08 uHa
lam=1e-04: dF/dlam=2.1734e+05, law=2.2044e+05 uHa
lam=1e-02: dF/dlam=5974.7, law=6970.8 uHa
lam=1e+00: dF/dlam=-159.12, law=220.44 uHa
F(1e-08)-F(0) = 8.817 uHa, 2.11 % of total
F(1e-04)-F(0) = 87.761 uHa, 21.05 % of total
F(1e-02)-F(0) = 265.646 uHa, 63.71 % of total
core reach b at lam=1e-8: 1.1976 bohr
mean number within 2b: 0.04888
share of dF/dlam from within 2b: 0.99792
5-point linear: 155.5597 uHa, error -261.4304 uHa
5-point k=4: 416.9902 uHa, error 0.0000 uHa
5-point k=8: 417.0115 uHa, error 0.0214 uHa
5-point soft core: 423.1870 uHa, error 6.1969 uHa
linear path, 8 points: error -212.031 uHa
linear path, 32 points: error -109.635 uHa
linear path, 128 points: error -55.296 uHa
noise at s=1e-01, linear: 2831.4 uHa
noise at s=1e-01, k=4: 5131.2 uHa
noise at s=1e-01, k=8: 3252.8 uHa
noise at s=1e-01, soft core: 660.39 uHa
noise at s=1e-02, linear: 22334 uHa
noise at s=1e-02, k=4: 16264 uHa
noise at s=1e-02, k=8: 3252.8 uHa
noise at s=1e-02, soft core: 422.31 uHa
noise at s=1e-03, linear: 1.702e+05 uHa
noise at s=1e-03, k=4: 51432 uHa
noise at s=1e-03, k=8: 3252.8 uHa
noise at s=1e-03, soft core: 403.08 uHa
k=8 noise limit at s=0: 3252.83 uHa
soft-core slope at lam=0, alpha=0.3: 691.943 uHa
soft-core slope at lam=0, alpha=0.5: 0.000 uHa
soft-core slope at lam=0, alpha=0.8: -238.346 uHa
soft core dF/dlam at lam=0.5: 750.010 uHa
soft core dF/dlam at lam=1.0: 170.090 uHa
largest soft-core noise on grid: 2718.57 uHa
pair test: site density / average = 0.8919
pair test: mean / leading law = 1.000006
sampled mean at lam=0.01: 5870.7 uHa
radial integral for it: 6019.8 uHa
standard error of that mean: 70.6 uHa
\end{verbatim}
